# The 6j Tetrahedron, the K3,3 Graph and the 9j Expansion: a numerical check

```python
"""Result under test: the three-6j expansion of the 9j symbol,
  9j = sum_x (-1)^(2x) (2x+1) {j1 j4 j7; j8 j9 x}
                              {j2 j5 j8; j4 x j6} {j3 j6 j9; x j1 j2}.
The array j1..j9 is read by rows. The 9j is defined by the sum over all
magnetic numbers m of six 3j symbols (three rows, three columns).
Angular momenta are stored as doubled integers (two_j = 2j).
A graph is a list of vertices; each vertex is a string of line labels in
cyclic order. An arrow on line j puts m at its tail and -m at its head,
with the factor (-1)^(j-m). All quantities are dimensionless.
"""
from functools import lru_cache
from itertools import combinations, product
import random
import numpy as np
import sympy as sp
from sympy.physics.wigner import wigner_3j, wigner_6j

TOL = 1e-11  # double-precision sums of at most a few thousand terms


def allowed(a, b, c):
    return (a + b + c) % 2 == 0 and abs(a - b) <= c <= a + b


def half(n):
    return sp.Rational(n, 2)


@lru_cache(maxsize=None)
def three_j(a, b, c):
    """Tensor of 3j symbols; index i on an axis means m = i - j."""
    w = np.zeros((a + 1, b + 1, c + 1))
    if not allowed(a, b, c):
        return w
    for i in range(a + 1):
        for k in range(b + 1):
            ma, mb = 2 * i - a, 2 * k - b
            mc = -ma - mb
            if abs(mc) <= c:
                w[i, k, (mc + c) // 2] = float(wigner_3j(
                    half(a), half(b), half(c),
                    half(ma), half(mb), half(mc)))
    return w


@lru_cache(maxsize=None)
def six_j_exact(a, b, c, d, e, f):
    """6j symbol from the Racah single-sum formula."""
    triads = ((a, b, c), (a, e, f), (d, b, f), (d, e, c))
    if not all(allowed(*t) for t in triads):
        return sp.Integer(0)
    return wigner_6j(*[half(n) for n in (a, b, c, d, e, f)])


def six_j(*args):
    return float(six_j_exact(*args))


def head_axis(tensor, axis):
    """Replace m by -m on one axis and multiply by (-1)^(j-m)."""
    two_j = tensor.shape[axis] - 1
    sign = (-1.0) ** (two_j - np.arange(two_j + 1))
    shape = [1] * tensor.ndim
    shape[axis] = two_j + 1
    return np.flip(tensor, axis) * sign.reshape(shape)


def graph_value(vertices, heads, two_j):
    """Sum over all m; heads maps a line label to its head vertex."""
    tensors, names = [], []
    for number, lines in enumerate(vertices):
        w = three_j(*[two_j[int(s) - 1] for s in lines])
        for axis, s in enumerate(lines):
            if heads.get(s) == number:
                w = head_axis(w, axis)
        tensors.append(w)
        names.append("".join(chr(96 + int(s)) for s in lines))
    return float(np.einsum(",".join(names) + "->", *tensors,
                           optimize="greedy"))


def other_end(vertices, line, v):
    return next(w for w, t in enumerate(vertices) if line in t and w != v)


def count_faces(vertices):
    """Faces of the surface drawing fixed by the cyclic orders."""
    seen, faces = set(), 0
    for v, lines in enumerate(vertices):
        for s in lines:
            dart = (s, v)
            if dart in seen:
                continue
            faces += 1
            while dart not in seen:
                seen.add(dart)
                w = other_end(vertices, *dart)
                order = vertices[w]
                dart = (order[(order.index(dart[0]) + 1) % 3], w)
    return faces


def most_faces(vertices):
    return max(count_faces([t[::s] for t, s in zip(vertices, signs)])
               for signs in product((1, -1), repeat=len(vertices)))


TETRA = ["123", "156", "426", "453"]
TETRA_HEADS = {"1": 0, "2": 0, "3": 0, "4": 3, "5": 1, "6": 2}
K33 = ["123", "456", "789", "147", "258", "369"]
K33_HEADS = {s: 3 + (int(s) - 1) % 3 for s in "123456789"}

# --- topology: a drawing is planar exactly when V - E + F = 2
tetra_faces = count_faces(TETRA)
k33_faces = most_faces(K33)
assert 4 - 6 + tetra_faces == 2
assert 6 - 9 + k33_faces < 2


def cut_size(group):
    return sum(sum(s in K33[v] for v in group) == 1 for s in "123456789")


groups = [g for n in (2, 3) for g in combinations(range(6), n)]
smallest_cut = min(cut_size(g) for g in groups)
assert smallest_cut == 4
for g in groups:
    if cut_size(g) == 4:
        assert len(g) == 2 and set(K33[g[0]]) & set(K33[g[1]])

# --- random allowed arrays, with the worked example first
example = (3, 3, 4, 3, 1, 2, 2, 2, 4)
rng = random.Random(7)
arrays = [example]
while len(arrays) < 40:
    trial = tuple(rng.randint(0, 4) for _ in range(9))
    if trial not in arrays and all(
            allowed(*[trial[int(s) - 1] for s in t]) for t in K33):
        arrays.append(trial)

# --- tetrahedron against the Racah formula, and the drawing rules
tetra_error, tetra_count, odd_rims = 0.0, 0, 0
for js in product(range(4), repeat=6):
    if all(allowed(*[js[int(s) - 1] for s in t]) for t in TETRA):
        tetra_count += 1
        if tetra_count % 3:
            continue
        value = graph_value(TETRA, TETRA_HEADS, js)
        tetra_error = max(tetra_error, abs(value - six_j(*js)))
        odd_rims += (js[3] + js[4] + js[5]) % 2
assert tetra_error < TOL and odd_rims > 0

base = graph_value(K33, K33_HEADS, example)
assert abs(base) > 1e-6
for s in "123456789":
    turned = dict(K33_HEADS)
    turned[s] = (int(s) - 1) // 3
    sign = (-1) ** example[int(s) - 1]
    assert abs(graph_value(K33, turned, example) - sign * base) < TOL
for v in range(6):
    flipped = list(K33)
    flipped[v] = K33[v][::-1]
    sign = (-1) ** (sum(example[int(s) - 1] for s in K33[v]) // 2)
    assert abs(graph_value(flipped, K33_HEADS, example)
               - sign * base) < TOL
for t in ((3, 3, 4), (3, 1, 2), (2, 2, 4), (2, 2, 2)):
    w = three_j(*t)
    all_heads = head_axis(head_axis(head_axis(w, 0), 1), 2)
    assert np.max(abs(all_heads - w)) < TOL


def pair_tensor(a, b, x):
    """T^x_xi(a,b) = (-1)^(b-m_b) (a b x; m_a, -m_b, xi)."""
    return head_axis(three_j(a, b, x), 1)


# --- orthogonality and completeness of the pair tensors
for a, b in ((3, 4), (2, 3), (2, 2), (1, 3)):
    xs = range(abs(a - b), a + b + 1, 2)
    complete = 0
    for x in xs:
        tx = pair_tensor(a, b, x)
        complete = complete + (x + 1) * np.einsum("abx,cdx->abcd", tx, tx)
        for y in xs:
            overlap = np.einsum("abx,aby->xy", tx, pair_tensor(a, b, y))
            target = np.eye(x + 1) / (x + 1) if x == y else 0.0
            assert np.max(abs(overlap - target)) < TOL
    unit = np.einsum("ac,bd->abcd", np.eye(a + 1), np.eye(b + 1))
    assert np.max(abs(complete - unit)) < TOL


def three_sixes(js, x):
    j1, j2, j3, j4, j5, j6, j7, j8, j9 = js
    return ((j1, j4, j7, j8, j9, x), (j2, j5, j8, j4, x, j6),
            (j3, j6, j9, x, j1, j2))


def recoupling_errors(js):
    """Each H piece, as a full tensor, against its recoupled form."""
    j1, j2, j3, j4, j5, j6, j7, j8, j9 = js
    pieces = [
        np.einsum("adg,ghi->adhi", three_j(j1, j4, j7),
                  three_j(j7, j8, j9)),
        np.einsum("def,beh->dfbh", three_j(j4, j5, j6),
                  three_j(j2, j5, j8)),
        np.einsum("abc,cfi->abfi", three_j(j1, j2, j3),
                  three_j(j3, j6, j9))]
    sums = [np.zeros_like(p) for p in pieces]
    for x in range((j1 + j9) % 2, 9, 2):
        t19 = pair_tensor(j1, j9, x)
        t84 = pair_tensor(j8, j4, x)
        t62 = pair_tensor(j6, j2, x)
        forms = [np.einsum("aix,hdx->adhi", t19, t84),
                 np.einsum("hdx,fbx->dfbh", t84, t62),
                 np.einsum("fbx,aix->abfi", t62, t19)]
        for k, args in enumerate(three_sixes(js, x)):
            sums[k] += (-1) ** x * (x + 1) * six_j(*args) * forms[k]
    return [float(np.max(abs(p - s))) for p, s in zip(pieces, sums)]


def x_values(js):
    j1, j2, j3, j4, j5, j6, j7, j8, j9 = js
    low = max(abs(j1 - j9), abs(j4 - j8), abs(j2 - j6))
    high = min(j1 + j9, j4 + j8, j2 + j6)
    return range(low, high + 1, 2)


def expansion(js, with_phase=True):
    total = 0.0
    for x in x_values(js):
        sign = (-1) ** x if with_phase else 1
        total += sign * (x + 1) * np.prod(
            [six_j(*args) for args in three_sixes(js, x)])
    return float(total)


# --- main test on all arrays
h_error = nine_error = arrow_error = 0.0
half_integer_cases = 0
for js in arrays:
    h_error = max(h_error, *recoupling_errors(js))
    direct = graph_value(K33, {}, js)
    directed = graph_value(K33, K33_HEADS, js)
    arrow_error = max(arrow_error, abs(direct - directed))
    nine_error = max(nine_error, abs(direct - expansion(js)))
    if (js[0] + js[8]) % 2 and abs(direct) > 1e-8:
        half_integer_cases += 1
        assert abs(direct - expansion(js, False)) > 1e-8
assert h_error < TOL and arrow_error < TOL and nine_error < TOL
assert half_integer_cases >= 3

# --- worked example
print("All numbers are dimensionless.")
print("Faces of the tetrahedron drawing:", tetra_faces)
print("Most faces over all 64 cyclic orders of K3,3:", k33_faces)
print("V-E+F for that K3,3 drawing:", 6 - 9 + k33_faces)
print("Fewest lines cut, two or more vertices each side:", smallest_cut)
for r in range(3):
    row = [str(half(n)) for n in example[3 * r:3 * r + 3]]
    print("Example array row", r + 1, ":", "  ".join(row))
exact = sp.Integer(0)
running = 0.0
for x in x_values(example):
    symbols = three_sixes(example, x)
    values = [six_j(*args) for args in symbols]
    term = (-1) ** x * (x + 1) * float(np.prod(values))
    running += term
    exact += (-1) ** x * (x + 1) * sp.prod(
        [six_j_exact(*args) for args in symbols])
    print(f"x = {half(x)}: phase (-1)^(2x) = {(-1) ** x}, 2x+1 = {x + 1}")
    print(f"  6j (1 4 7; 8 9 x) = {values[0]:.8f}")
    print(f"  6j (2 5 8; 4 x 6) = {values[1]:.8f}")
    print(f"  6j (3 6 9; x 1 2) = {values[2]:.8f}")
    print(f"  signed term = {term:.8f}, running sum = {running:.8f}")
direct = graph_value(K33, {}, example)
exact = sp.simplify(exact)
assert abs(float(exact) - direct) < TOL
print(f"9j from three-6j expansion = {expansion(example):.10f}")
print(f"9j from direct sum over m  = {direct:.10f}")
print("9j in exact form =", exact)
print(f"Expansion without the phase = {expansion(example, False):.10f}")
print("Arrays tested:", len(arrays))
print("Nonzero arrays with half-integer x:", half_integer_cases)
print(f"Largest 6j graph error below 1e-11: {tetra_error < TOL}")
print(f"Largest H recoupling error below 1e-11: {h_error < TOL}")
print(f"Largest 9j expansion error below 1e-11: {nine_error < TOL}")
print("checks complete")
```

Running it gives:

```
All numbers are dimensionless.
Faces of the tetrahedron drawing: 4
Most faces over all 64 cyclic orders of K3,3: 3
V-E+F for that K3,3 drawing: 0
Fewest lines cut, two or more vertices each side: 4
Example array row 1 : 3/2  3/2  2
Example array row 2 : 3/2  1/2  1
Example array row 3 : 1  1  2
x = 1/2: phase (-1)^(2x) = -1, 2x+1 = 2
  6j (1 4 7; 8 9 x) = 0.09128709
  6j (2 5 8; 4 x 6) = -0.08333333
  6j (3 6 9; x 1 2) = -0.15811388
  signed term = -0.00240563, running sum = -0.00240563
x = 3/2: phase (-1)^(2x) = -1, 2x+1 = 4
  6j (1 4 7; 8 9 x) = -0.16329932
  6j (2 5 8; 4 x 6) = 0.16666667
  6j (3 6 9; x 1 2) = 0.14142136
  signed term = 0.01539601, running sum = 0.01299038
x = 5/2: phase (-1)^(2x) = -1, 2x+1 = 6
  6j (1 4 7; 8 9 x) = 0.18708287
  6j (2 5 8; 4 x 6) = -0.25000000
  6j (3 6 9; x 1 2) = 0.10801234
  signed term = 0.03031089, running sum = 0.04330127
9j from three-6j expansion = 0.0433012702
9j from direct sum over m  = 0.0433012702
9j in exact form = sqrt(3)/40
Expansion without the phase = -0.0433012702
Arrays tested: 40
Nonzero arrays with half-integer x: 18
Largest 6j graph error below 1e-11: True
Largest H recoupling error below 1e-11: True
Largest 9j expansion error below 1e-11: True
checks complete
```
